\section*{Comment on reading a selector-free crossbar with a large on-off ratio}

\section{The argument under comment}

The proposal is to build a resistive crossbar memory without selectors. Its case rests on the on-off ratio of the cells and can be put in three sentences. A cell storing 1 has resistance $R_L=10\ \mathrm{k\Omega}$, a cell storing 0 has $R_H=kR_L$ with $k=1000$, and the read voltage is $V=0.3\ \mathrm{V}$. The two read currents are therefore
\begin{equation}
I_1=\frac{V}{R_L}=30\ \mu\mathrm{A},\qquad
I_0=\frac{V}{R_H}=0.03\ \mu\mathrm{A},
\end{equation}
and a threshold at their geometric mean,
\begin{equation}
I_t=\sqrt{I_0I_1}=\frac{V}{R_L\sqrt{k}}=0.949\ \mu\mathrm{A},
\label{eq:threshold}
\end{equation}
lies a factor $\sqrt{k}\approx 32$ away from each. Since an off cell passes so little, the argument concludes, stray current through the rest of the array is negligible, and any remaining doubt can be removed by raising $k$.

The two currents and the threshold are correct for an isolated cell. The conclusion concerns a cell in an array, where the stray current flows through other cells. Those cells hold data, and nothing in the argument says that they are off. The question is what the sensor reads when they are on.

\section{The smallest array that can answer the question}

Take two rows and two columns, with cell $R_{ij}$ joining row $i$ to column $j$. The cells are ohmic and the wires have no resistance. To read $R_{11}$, row 1 is held at $V$ and column 1 at zero potential by an ideal current sensor. Row 2 and column 2 are left floating, at potentials $r$ and $c$ that the circuit itself determines. Current into the sensor is counted as positive.

A floating line has no external connection, so in the steady state the current entering it through one cell must leave through the other. Column 2 touches $R_{12}$ and $R_{22}$, and row 2 touches $R_{22}$ and $R_{21}$. Kirchhoff's current law at these two lines gives
\begin{equation}
\frac{V-c}{R_{12}}=\frac{c-r}{R_{22}}=\frac{r}{R_{21}}\equiv I_s .
\end{equation}
One current $I_s$ thus passes through all three unselected cells in turn. Writing each voltage as current times resistance and adding, the unknown potentials cancel:
\begin{equation}
(V-c)+(c-r)+r=V=I_s\,(R_{12}+R_{22}+R_{21}).
\end{equation}
The sensor collects this sneak current together with the current of the selected cell:
\begin{equation}
I=\frac{V}{R_{11}}+\frac{V}{R_{12}+R_{22}+R_{21}} .
\label{eq:total}
\end{equation}

The second term does not contain $R_{11}$. Switching the selected cell off, however completely, leaves it unchanged. If the selected cell stores 0 and its three neighbours store 1,
\begin{equation}
I=\frac{V}{R_H}+\frac{V}{3R_L}.
\label{eq:bad}
\end{equation}
With the proposed values the sneak term is $0.3\ \mathrm{V}/(3\times 10\ \mathrm{k\Omega})=10\ \mu\mathrm{A}$, and the sensor reads
\begin{equation}
I=0.03\ \mu\mathrm{A}+10\ \mu\mathrm{A}=10.03\ \mu\mathrm{A}.
\end{equation}
This is 10.6 times the threshold, so the stored 0 is read as 1. The sneak current is 333 times the current of the cell that was to be measured.

The three equal resistances divide the voltage equally, so $c=2V/3=0.2\ \mathrm{V}$ and $r=V/3=0.1\ \mathrm{V}$. Row 2 lies below column 2, and the voltage on cell 22, row minus column, is $-0.1\ \mathrm{V}$. The sneak current crosses that cell in the direction opposite to the read current of a selected cell.

\section{Would a larger ratio cure it?}

The argument's fallback is to raise $k$. The threshold in Eq.~\eqref{eq:threshold} then moves as well, so the comparison has to be made for general $k$. Put $x=1/\sqrt{k}$, so that $V/R_H=x^2V/R_L$ and $I_t=xV/R_L$. Subtracting the threshold from Eq.~\eqref{eq:bad} and completing the square,
\begin{align}
\frac{R_L}{V}(I-I_t)&=x^2-x+\frac13\\
&=\left(x-\frac12\right)^2-\frac14+\frac13
=\left(x-\frac12\right)^2+\frac1{12}.
\end{align}
This is positive for every $x$. With the geometric-mean threshold, the 0 surrounded by 1s is misread at every on-off ratio. The excess over the threshold is smallest at $x=1/2$, that is at $k=4$, where it is $V/(12R_L)$.

Raising $k$ beyond 4 makes this error worse, both as a difference and as a ratio. The ratio of reading to threshold, which is smallest at $k=3$, is
\begin{equation}
\frac{I}{I_t}=\frac{x^2+1/3}{x}=\frac{1}{\sqrt{k}}+\frac{\sqrt{k}}{3},
\end{equation}
which grows as $\sqrt{k}/3$ for large $k$. At fixed $R_L$ the threshold falls as $1/\sqrt{k}$, while the sneak current $V/(3R_L)$ stays where it is. The ratio depends on $k$ alone, so it does not matter whether $k$ was raised by lowering $R_L$ or by raising $R_H$.

\section{Which stored patterns fail}

The proposal could reply that the failing pattern is special. It is, and its share can be counted. There are $2^4=16$ patterns and four cells to read in each, hence 64 reads.

A selected 1 is read correctly, because its own current $V/R_L$ already exceeds $I_t$ and the sneak term is positive. Next, let the selected cell store 0 and let at least one neighbour also store 0. The sneak path then contains at least one $R_H$ in series with other resistances, so its current is below $V/R_H$, and
\begin{equation}
I<\frac{2V}{R_H}=\frac{2}{k}\,\frac{V}{R_L}.
\end{equation}
The right-hand side does not exceed $I_t$ if $2/k\le 1/\sqrt{k}$, that is if $k\ge 4$. Under this condition one off cell in the path is enough to protect the reading.

What remains is a selected 0 with three neighbours storing 1. This occurs once for each position of the 0, which makes 4 wrong reads in 64. Solving Kirchhoff's equations for all 64 reads at $k=1000$ gives the same count. In the $2\times2$ array a large $k$ thus blocks a sneak path that contains an off cell. It has no hold on a path made of on cells. In larger arrays many paths run in parallel and their currents add, so at a given $k$ an off cell in every path need not be enough.

\section{Is the threshold to blame?}

In the $2\times2$ array, partly yes, and the criticism should not be overstated. Equation~\eqref{eq:total} decreases when any resistance increases. The largest current of a stored 0 therefore occurs with all neighbours at $R_L$, and the smallest current of a stored 1 with all neighbours at $R_H$:
\begin{equation}
I_{0,\max}=\frac{V}{R_L}\left(\frac1k+\frac13\right),\qquad
I_{1,\min}=\frac{V}{R_L}\left(1+\frac1{3k}\right).
\end{equation}
Multiplying numerator and denominator of their ratio by $3k$,
\begin{equation}
\frac{I_{1,\min}}{I_{0,\max}}=\frac{1+1/(3k)}{1/k+1/3}=\frac{3k+1}{k+3}=3-\frac{8}{k+3}.
\end{equation}
The ratio exceeds 1 for $k>1$, so a threshold that reads every pattern correctly exists. At $k=1000$ it may lie anywhere between 10.03 and $30.01\ \mu\mathrm{A}$. The arithmetic midpoint $(I_0+I_1)/2=15.0\ \mu\mathrm{A}$ would serve.

The price is the contrast that the cells were chosen for. The usable ratio is 2.38 at $k=10$, 2.92 at $k=100$ and 2.99 at $k=1000$, and it stays below 3 however large $k$ becomes. A cell ratio of 1000 has turned into an array ratio of 3.

\section{Larger arrays}

A memory has more than two rows, so the same comparison is needed for an $N\times N$ array with all unselected lines floating. Let every unselected cell have the same resistance $R_b$, and write $n=N-1$. Exchanging two unselected columns leaves the circuit unchanged, so these columns share one potential. The same holds for the unselected rows. Lines at equal potential may be joined without altering any current, and the sneak path becomes three groups in series:
\begin{itemize}
\item $n$ parallel cells from the selected row to the unselected columns, $R_b/n$;
\item $n^2$ parallel cells from those columns to the unselected rows, $R_b/n^2$;
\item $n$ parallel cells from those rows to the selected column, $R_b/n$.
\end{itemize}
The sum is
\begin{equation}
R_s=R_b\left(\frac2n+\frac1{n^2}\right)=R_b\,\frac{2n+1}{n^2}=\frac{R_b}{S},
\qquad S=\frac{(N-1)^2}{2N-1}.
\end{equation}
For $N=2$ this returns $R_s=3R_b$. For large $N$ the ratio $S/N$ approaches $1/2$, so the sneak current grows in proportion to the number of lines.

Compare a stored 0 among 1s with a stored 1 among 0s:
\begin{align}
I_{0}^{(N)}-I_{1}^{(N)}
&=\frac{V}{R_L}\left[\left(\frac1k+S\right)-\left(1+\frac Sk\right)\right]\\
&=\frac{V}{R_L}\left[S\left(1-\frac1k\right)-\left(1-\frac1k\right)\right]
=\frac{V}{R_L}(S-1)\left(1-\frac1k\right).
\label{eq:gap}
\end{align}
Since $k>1$, the sign is that of $S-1$, and $k$ has no say in it. The condition $S>1$ means $(N-1)^2>2N-1$, or $N(N-4)+2>0$. It fails for $N=2$ and $N=3$ and holds for every $N\ge4$. From $N=4$ on, some stored 0 gives more current than some stored 1, and no fixed threshold reads both correctly.

At $k=1000$ the 0 among 1s gives $24.03\ \mu\mathrm{A}$ for $N=3$, still below the $30.02\ \mu\mathrm{A}$ of the 1 among 0s. For $N=4$ the order is reversed, with $38.60\ \mu\mathrm{A}$ for the 0 and $30.04\ \mu\mathrm{A}$ for the 1.

To conclude that the $3\times3$ array can be read, one must know that no mixed background is worse than the two uniform ones. Consider the sum over cells
\begin{equation}
P=\sum_{i,j}\frac{(v_i-u_j)^2}{R_{ij}},
\end{equation}
with row potentials $v_i$ and column potentials $u_j$. Setting its derivative with respect to a floating potential to zero gives Kirchhoff's law at that line, and since $P$ is a sum of squares, the true potentials minimize it. At the minimum, $P$ is the dissipated power. All of it is supplied by the driver, so $P=VI$. Lowering any $R_{ij}$ raises or preserves $P$ for each choice of potentials, hence also its minimum, and so $I$ cannot fall. The uniform backgrounds are therefore the extremes. A test over all 256 backgrounds of the $3\times3$ array confirms this for both states of the selected cell.

\section{What does suppress the sneak current}

\subsection{Grounding the unselected lines}

Sneak current reaches the sensor because row 2 floats up to $V/3$. If row 2 and column 2 are held at zero potential, cell 21 has no voltage across it, and the sensor reads $V/R_{11}=0.03\ \mu\mathrm{A}$, the correct value. The current through $R_{12}$ now flows to ground instead, and the row driver must supply
\begin{equation}
I_{\mathrm{driver}}=\frac{V}{R_{11}}+\frac{V}{R_{12}}=0.03\ \mu\mathrm{A}+30\ \mu\mathrm{A}=30.03\ \mu\mathrm{A}.
\end{equation}
The scheme relies on good grounds. If row 2 sits at a small potential $\delta$, it sends $\delta/R_L$ into the sensor through an on cell. This equals the off current $V/R_H$ when $\delta=V/k=0.3\ \mathrm{mV}$. A large $k$ makes the off current easier to disturb. A misread needs a larger offset: the sensor current reaches $I_t$ at $\delta=V(1/\sqrt{k}-1/k)=9.2\ \mathrm{mV}$. In an $N\times N$ all-on array the $N-1$ unselected rows add their currents, and both offsets fall by that factor. Wire resistance produces such offsets. Take $2.5\ \Omega$ per wire segment, each line driven or grounded at one end, $N=64$ and an all-on background. The cell farthest from driver and sensor then reads $2.0\ \mu\mathrm{A}$ as a 0, above $I_t$, and $14\ \mu\mathrm{A}$ instead of $30\ \mu\mathrm{A}$ as a 1. The exact reading $V/R_{11}$ holds only for ideal wires.

\subsection{Nonlinear cells}

Each cell of the $2\times2$ sneak path receives a third of the read voltage when all three are on. A cell that conducts poorly at low voltage exploits this. As a model, let
\begin{equation}
I(v)=\frac{V}{R}\,\frac{\sinh(v/V_0)}{\sinh(V/V_0)},
\end{equation}
with $R=R_L$ or $R_H$. The prefactor is chosen so that $I(V)=V/R$, which leaves the isolated read currents and the threshold unchanged. Three identical cells carrying one current have equal voltages, because $I(v)$ is strictly increasing. Hence
\begin{equation}
I_s=\frac{V}{R_L}\,\frac{\sinh(V/3V_0)}{\sinh(V/V_0)} .
\end{equation}
For $V_0\gg V$ each $\sinh$ reduces to its argument and the ohmic value $V/(3R_L)$ returns. For $V_0\ll V/3$ each becomes half an exponential, and $I_s\approx(V/R_L)\,e^{-2V/(3V_0)}$.

With $V_0=0.03\ \mathrm{V}$ the sneak current falls from $10\ \mu\mathrm{A}$ to $0.038\ \mu\mathrm{A}$, a factor of 262. The sensor reads $0.03+0.038=0.068\ \mu\mathrm{A}$, well below the original threshold of $0.949\ \mu\mathrm{A}$. Solving the node equations for the 16 patterns, with cell 11 selected, gives no wrong read. The sneak current is still 1.27 times the off current. It has become harmless because it is small compared with the threshold. This requires a steep cell: here the current falls by a factor of 148 when the voltage is halved from $V$ to $V/2$. With $V_0=0.1\ \mathrm{V}$ that factor is only 4.7, the sensor reads $3.55\ \mu\mathrm{A}$, and the stored 0 is again misread. At $k=1000$ the limit lies near $V_0=0.058\ \mathrm{V}$. These values illustrate the mechanism and are not fitted to a device. $V_0=0.03\ \mathrm{V}$ means a decade of current per $69\ \mathrm{mV}$, close to the thermal scale $k_BT/q=26\ \mathrm{mV}$ at $300\ \mathrm{K}$, and the model gives both states the same shape. What counts is the steepness of the on state, which has to be measured and may be far weaker.

This factor must not be carried over to large arrays. In an all-on background each cell of the two outer groups has voltage $a$ and each cell of the middle group voltage $b$, with $2a+b=V$. Equal group currents require $nI(a)=n^2I(b)$, so $I(b)=I(a)/n$. As $n$ grows, $b$ tends to zero and $a$ to $V/2$. The sneak current then approaches $n\,I(V/2)$: each cell of the outer groups sees half the read voltage instead of a third, and there are $n$ such cells in parallel. The approach is slow. With $V_0=0.03\ \mathrm{V}$ the sneak current is 40\% of this limiting form at $n=10$ and 76\% at $n=100$, so for arrays of such sizes the equations for $a$ and $b$ should be solved directly. Doing so, the stored 0 in an all-on background exceeds the original threshold from $N=12$ on.

\section{Requested revision}

The proposal should replace the isolated off current in its error estimate by the total sensor current of a stored 0 in an all-on background, and the isolated on current by the smallest sensor current of a stored 1, both computed for the intended array size, biasing scheme and wire resistance. The proof that uniform backgrounds are the extremes covers ohmic cells, ideal wires and floating lines. With grounded lines and resistive wires the stored 1 gave less current in the all-on background than in the all-off one, so both should be tested. The main values quoted above are collected in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Read voltage V = 0.300 V
Low resistance R_L = 10.0 kOhm
High resistance R_H = 10000.0 kOhm
On-off ratio k = 1000
Isolated stored 1 current = 30.0000 uA
Isolated stored 0 current = 0.0300 uA
Geometric-mean threshold = 0.9487 uA
Arithmetic-midpoint threshold = 15.0150 uA
2x2 array, selected 0, three neighbours 1, floating lines:
  floating column voltage = 0.2000 V
  floating row voltage = 0.1000 V
  cell 22 voltage, row minus column = -0.1000 V
  sneak current = 10.0000 uA
  sensor current = 10.0300 uA
  sneak current / true 0 current = 333.33
  sensor current / geometric threshold = 10.573
Smallest misread margin (units V/R_L) = 0.08333
  found at k = 4.000
Wrong reads among 64 (geometric threshold) = 4
Scan of k at fixed R_L, 2x2 array:
  k = 10: 0-current 13.00000 uA, worst ratio 2.3846, same-neighbour ratio 3.0769
  k = 100: 0-current 10.30000 uA, worst ratio 2.9223, same-neighbour ratio 3.8835
  k = 1000: 0-current 10.03000 uA, worst ratio 2.9920, same-neighbour ratio 3.9880
  k = 1000000: 0-current 10.00003 uA, worst ratio 3.0000, same-neighbour ratio 4.0000
N x N array at k = 1000, worst-case currents:
  N = 2: largest 0 10.0300 uA, smallest 1 30.0100 uA
  N = 3: largest 0 24.0300 uA, smallest 1 30.0240 uA
  N = 4: largest 0 38.6014 uA, smallest 1 30.0386 uA
  N = 5: largest 0 53.3633 uA, smallest 1 30.0533 uA
Unselected lines grounded, same 2x2 pattern:
  sensor current = 0.0300 uA
  row driver current = 30.0300 uA
Nonlinear cells, V0 = 0.030 V, same 2x2 pattern:
  sneak current = 0.03813 uA
  sensor current = 0.06813 uA
  linear / nonlinear sneak current = 262.3
  wrong reads among 16 patterns = 0
\end{verbatim}
